# Leg areas and minimum leg length of a thermoelectric couple: verification in Python

```python
# Thermoelectric p-n couple: best leg area ratio and shortest useful leg length.
# Results under test (S = S_p - S_n, x = A_p/A_n, legs of equal length L):
#   Z0 = S^2/(sqrt(rho_p kappa_p)+sqrt(rho_n kappa_n))^2
#        at x0 = sqrt(rho_p kappa_n/(rho_n kappa_p));
#   with specific contact resistance r_c at each leg end, a cooler holding T_c
#   against T_h needs L > L_min = L_c/(m-1), m = Z0 T_c^2/(2 (T_h-T_c)), at x = x0,
#   and a slightly smaller length if the area ratio is optimized again.
# S: Seebeck coefficient, rho: resistivity, kappa: thermal conductivity (SI units).
# Independent road: heat equation solved cell by cell in each leg, followed by
# direct numerical searches over current, area fraction, length and temperature.
import numpy as np
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

S_p, S_n = 200e-6, -180e-6
rho_p, rho_n = 12e-6, 7e-6
kappa_p, kappa_n = 1.0, 2.0
r_c = 1e-9
T_hot, T_cold = 300.0, 250.0
area_total = 1e-6
S = S_p - S_n
delta_T = T_hot - T_cold


def close(value, reference, rtol):
    return abs(value - reference) <= rtol * abs(reference)


# ---------- numerical model built from the heat equation ----------
def heat_into_cold_end(rho, kappa, area, length, contact, current, t_cold, cells=40):
    """Heat per time leaving the leg at its cold end; contacts heat the end cells."""
    h = length / cells
    g = kappa * area / h
    source = np.full(cells, current**2 * rho * h / area)
    source[0] += current**2 * contact / area
    source[-1] += current**2 * contact / area
    source[0] += 2 * g * t_cold
    source[-1] += 2 * g * T_hot
    bands = np.zeros((3, cells))
    bands[0, 1:] = -g
    bands[1, :] = 2 * g
    bands[1, 0] = bands[1, -1] = 3 * g
    bands[2, :-1] = -g
    temperature = solve_banded((1, 1), bands, source)
    return 2 * g * (temperature[0] - t_cold)


def best_cooling(fraction_p, length, contact=r_c, t_cold=T_cold):
    """Largest cooling power over all currents, and the current that gives it."""
    a_p, a_n = fraction_p * area_total, (1 - fraction_p) * area_total

    def minus_cooling(current):
        back = heat_into_cold_end(rho_p, kappa_p, a_p, length, contact, current, t_cold)
        back += heat_into_cold_end(rho_n, kappa_n, a_n, length, contact, current, t_cold)
        return back - S * t_cold * current

    found = minimize_scalar(minus_cooling, bracket=(0.0, 1.0))
    return -found.fun, found.x


def product_RK(x, rp, rn, kp, kn, u=0.0):
    """R*K from its definition, unit length, A_n = 1, A_p = x, contacts add u."""
    resistance = (rp + u) / x + (rn + u)
    conductance = kp * x + kn
    return resistance * conductance


def search_ratio(rp, rn, kp, kn, u=0.0):
    found = minimize_scalar(lambda y: product_RK(np.exp(y), rp, rn, kp, kn, u),
                            bounds=(-6, 6), method="bounded",
                            options={"xatol": 1e-9})
    return np.exp(found.x), found.fun


# ---------- derived formulas ----------
def contact_term(rp, rn, kp, kn, G2):
    """Added resistivity u at which the optimized R*K has grown to G2."""
    a, b, d = rp * kp, rn * kn, kp - kn
    B = G2 * (kp + kn) - d * (a - b)
    C = (G2 - a - b)**2 - 4 * a * b
    return C / (B + np.sqrt(B * B - d * d * C)), B, C


root_p, root_n = np.sqrt(rho_p * kappa_p), np.sqrt(rho_n * kappa_n)
s0 = root_p + root_n
x0 = np.sqrt(rho_p * kappa_n / (rho_n * kappa_p))
w0 = x0 / (1 + x0)
Z0 = S**2 / s0**2
z_p, z_n = S_p**2 / (rho_p * kappa_p), S_n**2 / (rho_n * kappa_n)
Z_equal = S**2 / product_RK(1.0, rho_p, rho_n, kappa_p, kappa_n)
L_c = 2 * r_c * (np.sqrt(kappa_p / rho_p) + np.sqrt(kappa_n / rho_n)) / s0
M = Z0 * T_cold**2 / 2
m = M / delta_T
Z_req = 2 * delta_T / T_cold**2
L_min = L_c / (m - 1)
G2 = S**2 / Z_req
u_req, B_req, C_req = contact_term(rho_p, rho_n, kappa_p, kappa_n, G2)
L_abs = 2 * r_c / u_req
x_abs = np.sqrt((rho_p + u_req) * kappa_n / ((rho_n + u_req) * kappa_p))
L_opt = L_c / (np.sqrt(m) - 1)
k_bar = w0 * kappa_p + (1 - w0) * kappa_n
flux_opt = k_bar * (np.sqrt(M) - np.sqrt(delta_T))**2 / L_c
A_p, A_n = w0 * area_total, (1 - w0) * area_total
R_opt = (rho_p * L_opt + 2 * r_c) / A_p + (rho_n * L_opt + 2 * r_c) / A_n
K_opt = (kappa_p * A_p + kappa_n * A_n) / L_opt
I_opt = S * T_cold / R_opt


def coldest(Z):
    return (np.sqrt(1 + 2 * Z * T_hot) - 1) / Z


# ---------- tests ----------
# area ratio and minimum of R*K, without and with contacts
x_num, rk_num = search_ratio(rho_p, rho_n, kappa_p, kappa_n)
assert close(x_num, x0, 1e-5) and close(S**2 / rk_num, Z0, 1e-9)
x_num_c, rk_num_c = search_ratio(rho_p, rho_n, kappa_p, kappa_n, u_req)
assert close(x_num_c, x_abs, 1e-5) and close(rk_num_c, G2, 1e-9)
assert min(z_p, z_n) < Z0 < max(z_p, z_n)

# quadratic solution for the contact term on random materials
rng = np.random.default_rng(3)
for _ in range(20):
    rp, rn, kp, kn = np.exp(rng.uniform(np.log(0.3), np.log(3.0), 4))
    start = search_ratio(rp, rn, kp, kn)[1]
    target = start * rng.uniform(1.1, 3.0)
    u_num = brentq(lambda u: search_ratio(rp, rn, kp, kn, u)[1] - target, 0, 1000)
    assert close(contact_term(rp, rn, kp, kn, target)[0], u_num, 1e-6)

# shortest length at fixed ratio: the best cooling power passes through zero
L_min_num = brentq(lambda L: best_cooling(w0, L)[0], 5e-5, 2e-3)
assert close(L_min_num, L_min, 1e-6)


# shortest length when the area fraction is searched again at each length
def best_over_areas(length):
    found = minimize_scalar(lambda w: -best_cooling(w, length)[0],
                            bounds=(0.05, 0.95), method="bounded",
                            options={"xatol": 1e-6})
    return -found.fun


L_abs_num = brentq(best_over_areas, 1e-4, 1e-3, xtol=1e-10)
assert close(L_abs_num, L_abs, 1e-5)
assert L_abs < L_min

# length of greatest cooling flux, its value and its current
found = minimize_scalar(lambda L: -best_cooling(w0, L)[0], bounds=(1e-4, 3e-3),
                        method="bounded", options={"xatol": 1e-9})
assert close(found.x, L_opt, 1e-4)
assert close(-found.fun / area_total, flux_opt, 1e-6)
assert close(best_cooling(w0, L_opt)[1], I_opt, 1e-5)
assert close(S**2 * T_cold**2 / (2 * R_opt) - K_opt * delta_T,
             best_cooling(w0, L_opt)[0], 1e-6)

# coldest junction at several lengths, and with perfect contacts
lengths = [1e-4, 2e-4, 5e-4, 1e-3, 2e-3]
table = []
for length in lengths:
    Z_length = Z0 / (1 + L_c / length)
    t_num = brentq(lambda t: best_cooling(w0, length, r_c, t)[0], 150, 299.9)
    assert close(t_num, coldest(Z_length), 1e-7)
    table.append((length, Z_length, coldest(Z_length)))
t_perfect = brentq(lambda t: best_cooling(w0, 1e-3, 0.0, t)[0], 150, 299.9)
assert close(t_perfect, coldest(Z0), 1e-7)

# ---------- worked example ----------
print(f"S_p, S_n = {S_p*1e6:.0f}, {S_n*1e6:.0f} microvolt/K; S = {S*1e6:.0f} microvolt/K")
print(f"rho_p, rho_n = {rho_p*1e6:.0f}, {rho_n*1e6:.0f} microohm m")
print(f"kappa_p, kappa_n = {kappa_p:.1f}, {kappa_n:.1f} W/(m K)")
print(f"r_c = {r_c:.1e} ohm m^2 per contact")
print(f"T_h, T_c, DeltaT = {T_hot:.0f}, {T_cold:.0f}, {delta_T:.0f} K")
print(f"total leg area = {area_total*1e6:.1f} mm^2")
print(f"sqrt(rho_p kappa_p) = {root_p*1e3:.4f} e-3 (V^2/K)^(1/2)")
print(f"sqrt(rho_n kappa_n) = {root_n*1e3:.4f} e-3 (V^2/K)^(1/2)")
print(f"s0 = {s0*1e3:.4f} e-3 (V^2/K)^(1/2); s0^2 = {s0**2*1e6:.3f} e-6 V^2/K")
print(f"best area ratio x0 = {x0:.4f}; numerical search {x_num:.4f}")
print(f"z_p, z_n = {z_p*1e3:.3f}, {z_n*1e3:.3f} e-3 /K")
print(f"Z0 = {Z0*1e3:.4f} e-3 /K; Z with equal areas = {Z_equal*1e3:.4f} e-3 /K")
print(f"loss of Z from equal areas = {100*(1-Z_equal/Z0):.2f} percent")
print(f"Z_req = {Z_req*1e3:.4f} e-3 /K")
print(f"M = Z0 T_c^2/2 = {M:.3f} K; m = {m:.4f}; sqrt(m) = {np.sqrt(m):.4f}")
print(f"contact length L_c = {L_c*1e3:.4f} mm")
print(f"L_min at fixed x0 = {L_min*1e3:.4f} mm; heat equation {L_min_num*1e3:.4f} mm")
print(f"G^2 = {G2*1e6:.3f} e-6 V^2/K")
print(f"B = {B_req:.5e} W V^2/(m K^2); C = {C_req:.5e} V^4/K^2")
print(f"u = 2 r_c/L at the limit = {u_req*1e6:.4f} microohm m")
print(f"L_min re-optimized = {L_abs*1e3:.4f} mm; heat equation {L_abs_num*1e3:.4f} mm")
print(f"area ratio at that length = {x_abs:.4f}")
print(f"gain in L_min from re-optimizing = {100*(1-L_abs/L_min):.2f} percent")
print(f"L_opt (greatest flux, fixed x0) = {L_opt*1e3:.4f} mm; L_opt/L_min = {L_opt/L_min:.4f}")
print(f"k_bar = {k_bar:.4f} W/(m K)")
print(f"greatest cooling flux = {flux_opt*1e-4:.3f} W/cm^2")
print(f"A_p, A_n = {A_p*1e6:.4f}, {A_n*1e6:.4f} mm^2")
print(f"at L_opt: R = {R_opt*1e3:.3f} milliohm; K = {K_opt*1e3:.4f} mW/K")
print(f"at L_opt: I = {I_opt:.3f} A; Q_max = {flux_opt*area_total*1e3:.3f} mW")
print("fixed x0: L (mm), Z (e-3 /K), coldest junction (K)")
for length, Z_length, t_low in table:
    print(f"  {length*1e3:.1f}  {Z_length*1e3:.4f}  {t_low:.2f}")
print(f"perfect contacts: coldest junction = {coldest(Z0):.2f} K")
print("finished without a failed check")
```

It prints:

```
S_p, S_n = 200, -180 microvolt/K; S = 380 microvolt/K
rho_p, rho_n = 12, 7 microohm m
kappa_p, kappa_n = 1.0, 2.0 W/(m K)
r_c = 1.0e-09 ohm m^2 per contact
T_h, T_c, DeltaT = 300, 250, 50 K
total leg area = 1.0 mm^2
sqrt(rho_p kappa_p) = 3.4641 e-3 (V^2/K)^(1/2)
sqrt(rho_n kappa_n) = 3.7417 e-3 (V^2/K)^(1/2)
s0 = 7.2058 e-3 (V^2/K)^(1/2); s0^2 = 51.923 e-6 V^2/K
best area ratio x0 = 1.8516; numerical search 1.8516
z_p, z_n = 3.333, 2.314 e-3 /K
Z0 = 2.7810 e-3 /K; Z with equal areas = 2.5333 e-3 /K
loss of Z from equal areas = 8.91 percent
Z_req = 1.6000 e-3 /K
M = Z0 T_c^2/2 = 86.908 K; m = 1.7382; sqrt(m) = 1.3184
contact length L_c = 0.2285 mm
L_min at fixed x0 = 0.3095 mm; heat equation 0.3095 mm
G^2 = 90.250 e-6 V^2/K
B = 2.68750e-04 W V^2/(m K^2); C = 3.45606e-09 V^4/K^2
u = 2 r_c/L at the limit = 6.5087 microohm m
L_min re-optimized = 0.3073 mm; heat equation 0.3073 mm
area ratio at that length = 1.6554
gain in L_min from re-optimizing = 0.73 percent
L_opt (greatest flux, fixed x0) = 0.7176 mm; L_opt/L_min = 2.3184
k_bar = 1.3507 W/(m K)
greatest cooling flux = 2.996 W/cm^2
A_p, A_n = 0.6493, 0.3507 mm^2
at L_opt: R = 36.370 milliohm; K = 1.8822 mW/K
at L_opt: I = 2.612 A; Q_max = 29.963 mW
fixed x0: L (mm), Z (e-3 /K), coldest junction (K)
  0.1  0.8466  269.30
  0.2  1.2981  257.10
  0.5  1.9088  243.44
  1.0  2.2638  236.62
  2.0  2.4959  232.53
perfect contacts: coldest junction = 227.83 K
finished without a failed check
```
